Topping Depolarisation of Polarizable Dipoles on a Square Lattice

**Form of the answer**

Identical dipoles stand on a square lattice of spacing a, all normal to its plane. Each has moment μ. The field that the others produce at one site is linear in μ, and a is the only length in the arrangement. Its magnitude is therefore a pure number times μ/(4πε₀a³). A quarter turn about the site leaves the arrangement unchanged, so the field has no in-plane component:

E_loc = −S μ/(4πε₀a³). (1)

If an isolated dipole has moment μ₀ and polarizability α, then μ = μ₀ + αE_loc. Symmetry and dimensions thus fix the dependence on a and α, but not the sign or value of S.

**Assumptions and theorem**

The array models a layer of polar groups terminating a surface. The assumptions are:

(i) The lattice is infinite, and its sites are equivalent.

(ii) Each group is a point dipole with a linear response α > 0 along the normal. Its permanent moment μ₀ is held rigidly normal, so tilting of the groups is excluded.

(iii) The substrate adds no image field, and no other medium screens the interaction.

Define the polarizability volume α' = α/(4πε₀), the density N = 1/a² and the coupling x = α'/a³ = α'N^(3/2). Outward moments are positive.

Theorem. The equal-moment state of the lattice is

μ = μ₀/(1 + Sα'/a³) = μ₀/(1 + Sα'N^(3/2)), (2)

S = Σ' (i² + j²)^(−3/2) = 9.03362…, (3)

where i and j run over all integers and the prime omits i = j = 0. For Sx < 1 this is the unique bounded solution for the normal moments. It is stable against periodic modulations of the normal moments if

x < 1/[(1 − 1/√2)S] ≈ 0.378. (4)

**Lemma 1: the field of one dipole**

Place charges q and −q at d/2 and −d/2, and let d → 0 with p = qd fixed. To first order in d,

1/|r − d/2| − 1/|r + d/2| = d·r/r³.

The potential is therefore φ = p·r/(4πε₀r³). Its gradient follows from the product rule and ∂(r⁻³)/∂r_i = −3r_i/r⁵:

E = −∇φ = [3(p·r)r/r⁵ − p/r³]/(4πε₀). (5)

For p along the normal and r in the plane, p·r = 0. What remains is E_z = −μ/(4πε₀r³). Each neighbour opposes the moment it acts on, because its field lines return downwards through the plane.

**Proof of the depolarisation formula**

The neighbour (i,j) lies at distance a√(i² + j²). Summing E_z over all neighbours gives (1), with S as in (3). The sum converges absolutely: the square ring max(|i|,|j|) = m holds 8m sites, each at distance at least m in units of a. The ring contributes at most 8m/m³ = 8/m², which is summable.

Since α/(4πε₀) = α', the response equation becomes

μ = μ₀ − Sα'μ/a³.

Moving the last term to the left gives μ(1 + Sα'/a³) = μ₀, which is (2).

To prove uniqueness, let δ_i be the difference between two bounded solutions. The fixed moment μ₀ cancels, leaving

δ_i = −α' Σ_(j≠i) δ_j/r_ij³.

If D is the least upper bound of |δ_i|, then D ≤ SxD. For Sx < 1 this forces D = 0. ∎

At small coupling, (2) gives μ ≈ μ₀(1 − Sx): each dipole feels neighbours that still carry nearly their isolated moments. At large coupling it gives the formal limit μ ≈ μ₀a³/(Sα'), but this limit lies outside the stable range (4).

**Lemma 2: the direct sum and its tail**

Measure lengths in units of a. Sum over |i|,|j| ≤ n and set L = n + 1/2. The unit cells of the omitted sites fill the region outside the square of half-side L.

For a smooth function f, Taylor expansion about a cell centre removes the odd terms. Since the mean of u² over −1/2 < u < 1/2 is 1/12,

∫_cell f dA = f(centre) + (1/24)∇²f(centre) + ….

To this order, the omitted sum is

T = ∫_outside r⁻³ dA − (1/24)∫_outside ∇²(r⁻³) dA + ….

In two dimensions ∇²r^p = p²r^(p−2), so ∇²r⁻³ = 9r⁻⁵. Split the outside region into eight equal sectors 0 < ϑ < π/4, in which r starts at L/cos ϑ. The first integral is

8 ∫₀^(π/4) dϑ ∫_(L/cos ϑ)^∞ r⁻² dr = (8/L) ∫₀^(π/4) cos ϑ dϑ = 4√2/L.

The second is

8 ∫₀^(π/4) dϑ ∫_(L/cos ϑ)^∞ r⁻⁴ dr = [8/(3L³)] ∫₀^(π/4) cos³ϑ dϑ.

The angular integral is sin ϑ − (sin³ϑ)/3 at π/4, which equals 5√2/12. The second integral is thus 10√2/(9L³). Multiplication by 9/24 gives

T = 4√2/L − 5√2/(12L³) + …. (6)

For n = 10 the direct sum is 8.49538, about 6% below S. The first tail term, 4√2/10.5 = 0.53875, raises it to 9.03413. The second subtracts 0.00051 and gives 9.03362. Without a tail, even n = 1000 gives 9.02797. This slow approach reflects the long range of the dipole field: the missing part falls as 1/L.

**Lemma 3: a rapidly convergent form**

The Gamma integral with Γ(3/2) = √π/2 gives

∫₀^∞ √t exp(−πr²t) dt = Γ(3/2)/(πr²)^(3/2) = 1/(2πr³). (7)

Define θ(t) = Σ_m exp(−πm²t), with m running over all integers. Multiply (7) by 2π and sum over all sites except the origin. The terms are positive, so sum and integral may be exchanged:

S = 2π ∫₀^∞ √t [θ(t)² − 1] dt. (8)

The behaviour at small t follows from Poisson summation. The function F(u) = Σ_l exp[−π(l + u)²/t] has period 1. Its Fourier coefficient, after the sum over l has joined the unit intervals into the whole line, is

∫_(−∞)^∞ exp(−πv²/t − 2πimv) dv = √t exp(−πm²t),

by completing the square. Hence, with θ(u,t) = Σ_m exp(−πm²t) cos(2πmu),

θ(u,t) = t^(−1/2) Σ_l exp[−π(l + u)²/t]. (9)

At u = 0 this reads θ(1/t) = √t θ(t).

Now put t = 1/s in the part of (8) from 0 to 1. Since dt = −ds/s²,

∫₀¹ √t [θ(t)² − 1] dt = ∫₁^∞ s^(−5/2)[sθ(s)² − 1] ds.

Write sθ² − 1 = s(θ² − 1) + (s − 1). The last bracket contributes

∫₁^∞ (s^(−3/2) − s^(−5/2)) ds = 2 − 2/3 = 4/3.

Adding the part from 1 to ∞ yields

S = 2π{4/3 + ∫₁^∞ (t^(1/2) + t^(−3/2))[θ(t)² − 1] dt}. (10)

The integrand now decays as exp(−πt), apart from powers of t. Adaptive quadrature up to t = 15, with |m| ≤ 6, gives 0.10441221 for the integral. Therefore

S = 8.377580 + 2π × 0.10441221 = 9.033622.

This establishes the number in (3). To three figures, S = 9.03. ∎

**Lemma 4: stability of the normal moments**

Let p_i be the normal moment at site i. Polarising a site costs (p_i − μ₀)²/(2α), and two parallel normal dipoles have energy p_i p_j/(4πε₀r_ij³). The total energy is

U = Σ_i (p_i − μ₀)²/(2α) + (1/2) Σ_(i≠j) p_i p_j/(4πε₀r_ij³).

Setting ∂U/∂p_i = 0 recovers the response equation. Add a modulation δ_i = δ cos(k·R_i) to the equal moments, where R_i = a(i₁,i₂) and k = (k₁,k₂)/a. Inversion symmetry removes the sine part of the neighbour sum, so

Σ_(j≠i) δ_j/r_ij³ = S(k)δ_i/a³, S(k) = Σ' cos(k₁i + k₂j)/(i² + j²)^(3/2).

The second-order energy is therefore

δ²U = [1 + xS(k)] Σ_i δ_i²/(2α).

A sine modulation with the same k has the same S(k). Any periodic deviation is a superposition of cosine and sine modes, and different modes do not mix in the energy. Stability requires 1 + xS(k) > 0 for every k, so the least value of S(k) is needed. With u₁ = k₁/(2π) and u₂ = k₂/(2π), equation (7) gives

S(k) = 2π ∫₀^∞ √t [θ(u₁,t)θ(u₂,t) − 1] dt. (11)

By (9), both factors are positive. It remains to show that each is least at u = 1/2. Put u = 1/2 − v, with 0 ≤ v ≤ 1/2.

Case t ≥ 1. The cosine series gives

θ(u,t) − θ(1/2,t) = 2 Σ_(m≥1) (−1)^(m+1) exp(−πm²t)[1 − cos(2πmv)].

From |sin(mψ)| ≤ m|sin ψ| follows 1 − cos(2πmv) ≤ m²[1 − cos(2πv)]. The terms with m ≥ 2, relative to the first, therefore add up in magnitude to at most Σ_(m≥2) m² exp[−π(m² − 1)], which is below 0.001. The positive first term dominates.

Case t ≤ 1. Let s = π/t ≥ π. Pairing the Gaussians in (9) gives

θ(u,t) = 2t^(−1/2) Σ_h exp(−sh²) exp(−sv²) cosh(2shv), h = 1/2, 3/2, ….

Since cosh(2shv) ≥ cosh(sv), it suffices that g(v) = ln cosh(sv) − sv² is not negative. Its derivative is s[tanh(sv) − 2v]. Because tanh is concave for positive argument, this derivative is first positive and then negative on the interval. The least value of g is thus at an end. There g(0) = 0, while g(1/2) ≥ s/4 − ln 2 > 0 for s ≥ π.

Both factors in (11) are therefore least at 1/2, and S(k) is least at k₁ = k₂ = π. In that pattern, neighbouring sites deviate in opposite directions. The sites with i + j even form a square lattice of spacing √2, whose sum is S/2^(3/2). The odd sites contribute the remainder with a minus sign:

S(π,π) = 2S/2^(3/2) − S = −(1 − 1/√2)S ≈ −2.646. (12)

The condition 1 + xS(π,π) > 0 is (4), which completes the theorem. ∎

Beyond this limit, the energy gained by alternating neighbours exceeds the cost of polarising them. Formula (2) still returns a smooth value there, but it no longer describes a stable state.

**Remark 1: in-plane response**

The normal lattice produces no in-plane field, so isotropic polarizability leaves (2) unchanged. It does add a new route to instability. For equal small moments along x, equation (5) gives the reinforcing coefficient

Σ' (3i² − r²)/r⁵ = (3/2)S − S = S/2, r² = i² + j²,

because exchanging i and j shows that i² contributes half of r². Stability against this pattern needs xS/2 < 1, or x < 2/S = 0.221. If the sign of the moments alternates from one row parallel to x to the next, direct summation over |i|,|j| ≤ 1000 gives the larger coefficient 5.099. This pattern requires x < 0.196.

A sufficient condition covers all patterns of induced moments. The dipole coupling tensor in (5) has eigenvalues 2/r³, −1/r³ and −1/r³, so its magnitude is at most 2/r³. For deviations δ_i and δ_j, the inequality |δ_i||δ_j| ≤ (δ_i² + δ_j²)/2 bounds the total coupling energy by 2Sx times the polarisation energy. Thus 2Sx < 1 guarantees stability with isotropic polarizability.

**Remark 2: finite patches**

A finite patch has unequal moments, since edge sites have fewer neighbours. For x = 0.046875, solving the linear equations for all moments gives a central ratio μ/μ₀ of 0.7128 in a 25 × 25 patch and 0.7076 in a 51 × 51 patch. Formula (2) gives 0.7025.

The size of the excess can be estimated from (6). Let M be the number of sites along a side. The missing outside region would have supplied a depolarising sum of about 4√2/L, with L = M/2. If the excess moment varies slowly near the centre, its own interaction sum is roughly S times its central value. Hence

relative excess ≈ 4√2 x/[L(1 + Sx)].

For M = 51 this is 0.0073, or a central ratio of about 0.7077. The estimate neglects the larger moments near the edge. Linear extrapolation of the two computed ratios in 1/M gives

(51 × 0.707606 − 25 × 0.712843)/26 ≈ 0.7026,

close to the infinite-lattice value.

**Corollary: potential step and work function**

At height z > 0, the potential averaged over a unit cell equals the potential of one dipole integrated over the whole plane and divided by a²:

φ_av = [μz/(4πε₀a²)] ∫₀^∞ 2πρ dρ/(ρ² + z²)^(3/2) = μ/(2ε₀a²).

Below the plane the sign is reversed. The outward step is therefore

Δφ = μN/ε₀ = μ₀N/[ε₀(1 + Sα'N^(3/2))]. (13)

An electron has charge −e, so the layer changes the work function by −eΔφ. Outward moments lower it. This is only the contribution of the dipole layer as modelled here; charge transfer and bonding between the groups and a real substrate add terms of their own.

At low density, Δφ grows in proportion to N. At higher density, each added dipole also weakens the others. With c = Sα', the derivative of (13) has the sign of

(1 + cN^(3/2)) − (3/2)cN^(3/2) = 1 − cN^(3/2)/2.

For fixed μ₀ and α', the step is therefore greatest at cN^(3/2) = 2, where μ = μ₀/3. This corresponds to x = 2/S = 0.221, inside the normal-mode limit (4). With isotropic polarizability, however, it coincides with the uniform in-plane limit and lies beyond the striped one. The maximum can describe a stable layer only if the in-plane polarizability is sufficiently smaller than the normal one.

**Worked example**

Take the round model parameters μ₀ = 0.5 D, α' = 3 Å³ and a = 4 Å. The debye is 10⁻²¹/c C m, where c is the speed of light expressed in m/s. The coupling is

x = 3/4³ = 0.046875, Sx = 9.03362 × 0.046875 = 0.42345.

The depolarised moment follows from (2):

μ/μ₀ = 1/1.42345 = 0.7025, μ = 0.351 D.

The neighbours induce 0.351 − 0.500 = −0.149 D. Equation (1) gives the field responsible as −1.49 V/nm. Such a field makes linear response an assumption to be examined for any real group. The sufficient stability condition for the induced moments holds even for isotropic polarizability, since 2Sx = 0.847. It says nothing about tilting of the permanent moments. The dipole interaction favours in-plane striped order, so the groups stay normal only if their bonds to the surface resist bending strongly enough.

The density is N = 6.25 × 10¹⁸ m⁻². Without depolarisation, μ₀N/ε₀ is 1.177 V. With it,

Δφ = 0.7025 × 1.177 V = 0.827 V.

Within assumptions (i)–(iii), the work function falls by 0.827 eV. A conducting substrate violates (iii): a perfectly conducting plane 1.5 Å below the dipoles would raise the step to about 0.88 V, while one 3 Å below leaves it at 0.827 V. Adding the isolated moments would overstate this change by about 42% of the depolarised value, since the ratio of the two steps is 1 + Sx.

Changing the spacing separates the two effects of density:

a = 5 Å: μ/μ₀ = 0.822, Δφ = 0.619 V
a = 8 Å: μ/μ₀ = 0.950, Δφ = 0.280 V
a = 12 Å: μ/μ₀ = 0.985, Δφ = 0.129 V

As a grows, the moment approaches its isolated value, while the step falls because fewer dipoles occupy each unit area. The formal maximum is at a = (Sα'/2)^(1/3) = 2.38 Å, with Δφ = 1.10 V. At so short a spacing, the finite size of the groups makes the point-dipole assumption doubtful.

**Remark 3: use for a real termination**

The power N^(3/2) compares complete square lattices of different spacing. Random occupation of a fixed lattice gives sites different surroundings, so assumption (i) fails and N cannot simply be replaced by the mean coverage. Another ordered lattice keeps the form of (2) if its sites are equivalent and its dipoles normal, but it has its own lattice sum in place of S. A polarizable substrate adds image fields that depend on its permittivity and on the height of the dipoles. The value 9.03 then no longer contains the whole interaction.
